# Hard-wall confinement and subband alignment in an electron-hole bilayer transistor: test program

```python
"""Electron-hole bilayer transistor: gate voltage for first subband alignment.

Result under test: F*t = Eg + eps_e(F) + eps_h(F) and V = F*T, where
t = slab thickness, F = slab field, Eg = gap, eps_e and eps_h = hard-wall
ground energies from the band edge at each carrier's own wall,
T = t + eps_s*(t_top/k_top + t_bot/k_bot), V = gate voltage difference
after subtracting the work-function difference. Mobile charge is neglected.
Units inside: eV, nm, V/nm; masses in free-electron masses.
The independent road is a grid solution of Poisson and Schroedinger equations.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as c
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import airy

Device = namedtuple("Device", "t t_top k_top t_bot k_bot")
GAP, MASS_E, MASS_H, K_SLAB = 0.70, 0.05, 0.40, 14.0
KIN = c.hbar**2 / (2 * c.m_e * c.e) * 1e18      # hbar^2/(2 m0), eV nm^2
STEP = 0.01                                     # grid spacing, nm
AIRY_ZERO = brentq(lambda s: airy(-s)[0], 2.0, 3.0, xtol=1e-14)


def effective_thickness(d):
    return d.t + K_SLAB * (d.t_top / d.k_top + d.t_bot / d.k_bot)


def slab_root(L):
    """Lowest scaled energy between two hard walls a scaled distance L apart."""
    def mismatch(s):
        ai, _, bi, _ = airy(-s)
        ai_far, _, bi_far, _ = airy(L - s)
        return ai - bi * ai_far / bi_far
    upper = min(L / 2 + np.pi**2 / L**2, 4.0)
    return brentq(mismatch, 2.0, upper, xtol=1e-14)


def confinement(F, t, mass):
    if mass is None:
        return 0.0
    length = (KIN / (mass * F))**(1 / 3)
    return F * length * slab_root(t / length)


def aligned_field(t, me=MASS_E, mh=MASS_H):
    def excess(F):
        return F * t - GAP - confinement(F, t, me) - confinement(F, t, mh)
    if me is None and mh is None:
        return GAP / t
    return brentq(excess, GAP / t, 20 * GAP / t, xtol=1e-13)


def triangular_field(t):
    K = AIRY_ZERO * KIN**(1 / 3) * (MASS_E**(-1 / 3) + MASS_H**(-1 / 3))
    roots = np.roots([t, -K, 0.0, -GAP])
    real = [r.real for r in roots if abs(r.imag) < 1e-9 and r.real > 0]
    assert len(real) == 1
    return real[0]**3


def unit_potential(d):
    """Grid Poisson solution in the slab for one volt between the gates."""
    n1, ns, n2 = [int(round(x / STEP)) for x in (d.t_top, d.t, d.t_bot)]
    k = np.concatenate([np.full(n1, d.k_top), np.full(ns, K_SLAB),
                        np.full(n2, d.k_bot)])
    band = np.zeros((3, len(k) - 1))
    band[1] = k[:-1] + k[1:]
    band[0, 1:] = -k[1:-1]
    band[2, :-1] = -k[1:-1]
    rhs = np.zeros(len(k) - 1)
    rhs[0] = k[0]
    phi = np.concatenate([[1.0], solve_banded((1, 1), band, rhs), [0.0]])
    return phi[n1:n1 + ns + 1]


def grid_state(V, phi, me=MASS_E, mh=MASS_H):
    """Subband gap and distance of each centroid from the electron wall."""
    ec = -V * phi
    ev = ec - GAP
    z = STEP * np.arange(len(phi))
    n = len(phi) - 2
    level, centre = [], []
    for edge, mass, sign in ((ec, me, 1), (ev, mh, -1)):
        if mass is None:
            i = np.argmin(sign * edge)
            level.append(edge[i])
            centre.append(z[i])
            continue
        hop = sign * KIN / (mass * STEP**2)
        pick = 0 if sign == 1 else n - 1
        w, v = eigh_tridiagonal(edge[1:-1] + 2 * hop, np.full(n - 1, -hop),
                                select="i", select_range=(pick, pick))
        level.append(w[0])
        centre.append(np.sum(z[1:-1] * v[:, 0]**2) / np.sum(v[:, 0]**2))
    return level[0] - level[1], centre[0], centre[1]


main = Device(10.0, 2.0, 20.0, 2.0, 20.0)
thin = Device(6.0, 1.0, 10.0, 3.0, 20.0)
T = effective_thickness(main)

# Alignment voltage: grid root search against the Airy and capacitor formulas.
grid_voltage = {}
for d in (main, thin):
    phi = unit_potential(d)
    for me, mh in ((MASS_E, MASS_H), (MASS_E, None), (None, MASS_H),
                   (None, None)):
        V_formula = aligned_field(d.t, me, mh) * effective_thickness(d)
        V_grid = brentq(lambda V: grid_state(V, phi, me, mh)[0], 0.2, 12.0,
                        xtol=1e-9)
        grid_voltage[d, me, mh] = V_grid
        assert abs(V_grid - V_formula) < 2e-4, (d, me, mh, V_grid, V_formula)

# Far-wall correction against the two-wall root.
ai_slope = airy(-AIRY_ZERO)[1]
for L in (5.0, 6.0, 7.0):
    ai, _, bi, _ = airy(L - AIRY_ZERO)
    estimate = ai / (np.pi * ai_slope**2 * bi)
    assert abs(estimate / (slab_root(L) - AIRY_ZERO) - 1) < 0.01

# Gate efficiency: slope of the Airy gap against grid centroid separation.
phi = unit_potential(main)


def airy_gap(V):
    F = V / T
    return (GAP + confinement(F, main.t, MASS_E)
            + confinement(F, main.t, MASS_H) - F * main.t)


F_star = aligned_field(main.t)
V_star = F_star * T
for V in (0.9, 1.5, V_star):
    slope = (airy_gap(V + 1e-4) - airy_gap(V - 1e-4)) / 2e-4
    _, ze, zh = grid_state(V, phi)
    assert abs(-slope - (zh - ze) / T) < 1e-4
for V in np.linspace(0.05, 4.0, 12):
    _, ze, zh = grid_state(V, phi)
    assert zh > ze

# Triangular-well centroid rule and efficiency against grid wavefunctions.
eps_e = confinement(F_star, main.t, MASS_E)
eps_h = confinement(F_star, main.t, MASS_H)
S = eps_e + eps_h
_, z_e, z_h = grid_state(V_star, phi)
D = z_h - z_e
D_rule = main.t * (GAP + S / 3) / (GAP + S)
assert abs(z_e - 2 * eps_e / (3 * F_star)) < 0.01
assert abs(main.t - z_h - 2 * eps_h / (3 * F_star)) < 0.01
assert abs(D - D_rule) < 0.02

# Bounds on the aligned field, and the triangular result as a lower value.
table = []
for t in (6.0, 10.0, 15.0, 20.0):
    d = main._replace(t=t)
    Td = effective_thickness(d)
    F0, F = GAP / t, aligned_field(t)
    S0 = confinement(F0, t, MASS_E) + confinement(F0, t, MASS_H)
    _, a, b = grid_state(F0 * Td, unit_potential(d))
    low, high = F0 + S0 / t, F0 + S0 / (b - a)
    assert low < F < high
    assert triangular_field(t) < F + 1e-10
    table.append((t, F0 * Td, F * Td, (F - F0) * Td))
    if t == main.t:
        bounds, S_start, D_start = (low * T, high * T), S0, b - a

# Flat-box energies give the zero-field gap, but not the aligned one.
box_e = KIN * np.pi**2 / (MASS_E * main.t**2)
box_h = KIN * np.pi**2 / (MASS_H * main.t**2)
assert abs(grid_state(0.0, phi)[0] - GAP - box_e - box_h) < 1e-5
V_box = (GAP + box_e + box_h) * T / main.t
assert V_box < V_star - 0.5

# Separate and joint shifts, from the grid solution.
V0 = GAP * T / main.t
only_e = grid_voltage[main, MASS_E, None] - V0
only_h = grid_voltage[main, None, MASS_H] - V0
joint = grid_voltage[main, MASS_E, MASS_H] - V0
assert joint > only_e + only_h + 0.01

# Mobile charge at alignment, level midway between the two Fermi levels.
TEMP, BIAS = 300.0, 0.40
kT = c.k * TEMP / c.e


def sheet_density(mass, distance):
    dos = mass * c.m_e / (np.pi * c.hbar**2) * c.k * TEMP
    return dos * np.log1p(np.exp(-distance / kT)) * 1e-4


def oxide_extra(n, p):
    return c.e * 1e4 * 1e-9 / c.epsilon_0 * (
        n * main.t_top / main.k_top + p * main.t_bot / main.k_bot)


n_on, p_on = [sheet_density(m, BIAS / 2) for m in (MASS_E, MASS_H)]
n_zero, p_zero = [sheet_density(m, 0.0) for m in (MASS_E, MASS_H)]
gate_density = K_SLAB * c.epsilon_0 * F_star * 1e9 / c.e * 1e-4
assert oxide_extra(n_on, p_on) < 1e-3 * joint

len_e = (KIN / (MASS_E * F_star))**(1 / 3)
len_h = (KIN / (MASS_H * F_star))**(1 / 3)
print(f"gap {GAP:.2f} eV; slab {main.t:.1f} nm; slab permittivity {K_SLAB:.0f}")
print(f"masses: electron {MASS_E:.2f}, hole {MASS_H:.2f} (free-electron masses)")
print(f"each insulator {main.t_top:.1f} nm, permittivity {main.k_top:.0f}")
print(f"hbar^2/(2 m0) = {KIN:.6f} eV nm^2")
print(f"first Airy zero magnitude = {AIRY_ZERO:.6f}")
print(f"Airy slope at that zero = {ai_slope:.6f}")
print(f"effective thickness T = {T:.3f} nm; T/t = {T/main.t:.4f}")
print(f"band-edge alignment field F0 = {GAP/main.t:.5f} V/nm")
print(f"band-edge alignment voltage V0 = {V0:.4f} V")
print(f"confinement sum at F0 = {S_start:.4f} eV")
print(f"centroid separation at F0 = {D_start:.4f} nm")
print(f"bounds on aligned voltage = {bounds[0]:.4f} to {bounds[1]:.4f} V")
print(f"aligned field F* = {F_star:.5f} V/nm = {10*F_star:.4f} MV/cm")
print(f"Airy lengths at F*: electron {len_e:.4f} nm, hole {len_h:.4f} nm")
print(f"scaled widths L at F*: electron {main.t/len_e:.3f}, "
      f"hole {main.t/len_h:.3f}")
print(f"far-wall change of electron scaled energy = "
      f"{slab_root(main.t/len_e)-AIRY_ZERO:.3e}")
print(f"electron confinement energy = {eps_e:.4f} eV")
print(f"hole confinement energy = {eps_h:.4f} eV")
print(f"confinement sum = {S:.4f} eV; slab drop = {F_star*main.t:.4f} eV")
print(f"aligned voltage, formula = {V_star:.5f} V")
print(f"aligned voltage, grid = {grid_voltage[main, MASS_E, MASS_H]:.5f} V")
print(f"aligned voltage, triangular wells = {triangular_field(main.t)*T:.5f} V")
print(f"confinement shift = {V_star-V0:.4f} V = {1000*(V_star-V0):.1f} mV")
print(f"shift, electron confinement only = {only_e:.4f} V")
print(f"shift, hole confinement only = {only_h:.4f} V")
print(f"sum of separate shifts = {only_e+only_h:.4f} V")
print(f"electron centroid from its wall = {z_e:.4f} nm")
print(f"hole centroid from its wall = {main.t-z_h:.4f} nm")
print(f"centroid separation = {D:.4f} nm; triangular rule {D_rule:.4f} nm")
print(f"gate efficiency D/T at alignment = {D/T:.4f} eV/V")
print(f"gate efficiency without confinement t/T = {main.t/T:.4f} eV/V")
print(f"flat-box energies: electron {box_e:.4f} eV, hole {box_h:.4f} eV")
print(f"voltage from constant flat-box shifts = {V_box:.4f} V")
for t, v0, v, shift in table:
    print(f"t = {t:4.1f} nm: V0 = {v0:.4f} V, V* = {v:.4f} V, "
          f"shift = {shift:.4f} V")
print(f"temperature {TEMP:.0f} K; drain bias {BIAS:.2f} V; kT = {kT:.5f} eV")
print(f"biased densities: n = {n_on:.2e}, p = {p_on:.2e} cm^-2")
print(f"zero-bias densities: n = {n_zero:.2e}, p = {p_zero:.2e} cm^-2")
print(f"displacement divided by q = {gate_density:.2e} cm^-2")
print(f"extra insulator drop, biased = {1000*oxide_extra(n_on,p_on):.4f} mV")
print(f"extra insulator drop, zero bias = "
      f"{1000*oxide_extra(n_zero,p_zero):.1f} mV")
print("done: every assertion held")
```

Running it gives:

```
gap 0.70 eV; slab 10.0 nm; slab permittivity 14
masses: electron 0.05, hole 0.40 (free-electron masses)
each insulator 2.0 nm, permittivity 20
hbar^2/(2 m0) = 0.038100 eV nm^2
first Airy zero magnitude = 2.338107
Airy slope at that zero = 0.701211
effective thickness T = 12.800 nm; T/t = 1.2800
band-edge alignment field F0 = 0.07000 V/nm
band-edge alignment voltage V0 = 0.8960 V
confinement sum at F0 = 0.5447 eV
centroid separation at F0 = 4.8533 nm
bounds on aligned voltage = 1.5933 to 2.3327 V
aligned field F* = 0.16724 V/nm = 1.6724 MV/cm
Airy lengths at F*: electron 1.6578 nm, hole 0.8289 nm
scaled widths L at F*: electron 6.032, hole 12.064
far-wall change of electron scaled energy = 2.433e-05
electron confinement energy = 0.6482 eV
hole confinement energy = 0.3241 eV
confinement sum = 0.9724 eV; slab drop = 1.6724 eV
aligned voltage, formula = 2.14063 V
aligned voltage, grid = 2.14063 V
aligned voltage, triangular wells = 2.14062 V
confinement shift = 1.2446 V = 1244.6 mV
shift, electron confinement only = 0.6752 V
shift, hole confinement only = 0.2780 V
sum of separate shifts = 0.9532 V
electron centroid from its wall = 2.5838 nm
hole centroid from its wall = 1.2920 nm
centroid separation = 6.1241 nm; triangular rule 6.1238 nm
gate efficiency D/T at alignment = 0.4784 eV/V
gate efficiency without confinement t/T = 0.7812 eV/V
flat-box energies: electron 0.0752 eV, hole 0.0094 eV
voltage from constant flat-box shifts = 1.0043 V
t =  6.0 nm: V0 = 1.0267 V, V* = 3.6322 V, shift = 2.6055 V
t = 10.0 nm: V0 = 0.8960 V, V* = 2.1406 V, shift = 1.2446 V
t = 15.0 nm: V0 = 0.8307 V, V* = 1.5904 V, shift = 0.7597 V
t = 20.0 nm: V0 = 0.7980 V, V* = 1.3538 V, shift = 0.5558 V
temperature 300 K; drain bias 0.40 V; kT = 0.02585 eV
biased densities: n = 2.36e+08, p = 1.89e+09 cm^-2
zero-bias densities: n = 3.74e+11, p = 2.99e+12 cm^-2
displacement divided by q = 1.29e+13 cm^-2
extra insulator drop, biased = 0.0384 mV
extra insulator drop, zero bias = 61.0 mV
done: every assertion held
```
